# Why subthreshold current in a double-gate transistor grows with film thickness

**Question.** A thin undoped silicon film lies between two identical gates held at one voltage. Below threshold, at fixed gate voltage, why does a film twice as thick carry about twice the current, although the gates act on its surfaces?

**Answer.** Current follows thickness if every layer of the film holds the same density of electrons, and if that density does not change when the film is made thicker. Between equal gates, both conditions follow from the near absence of charge.

## The flat potential

Let $x$ run across the film from $-t/2$ to $t/2$, and $y$ along the channel from source to drain. The algebra uses atomic units, so the elementary charge is 1 and Poisson's equation for electrons of density $n$ is

$$\phi''=\frac{4\pi n}{\kappa_s},$$

where $\kappa_s$ is the relative permittivity of the film. The sign is positive because electrons are negative. The channel is taken as long, so that derivatives along $y$ can be dropped here. The potential $\phi$ is zero when the intrinsic level of the film lies at the source Fermi level. The gate voltage $U$ is counted from the flat-band voltage, at which $\phi=0$ throughout the film.

If $n$ is negligible, $\phi''=0$ and the field $\phi'$ is the same at every $x$. Equal gates make $\phi$ even in $x$, so $\phi'(0)=0$, and the field vanishes across the whole film. The displacement is continuous at the oxide, so the oxide field vanishes too. No voltage is lost anywhere, and

$$\phi=U .$$

This says more than that the potential is flat. Its level contains neither the film thickness nor the oxide thickness. A flat potential whose level changed with $t$ would not give proportional current, because the electron density depends exponentially on that level.

## From potential to current

Let $T$ be the thermal energy and $V$ the electron quasi-Fermi potential, which rises from 0 at the source to $V_D$ at the drain. For a nondegenerate film with intrinsic density $n_i$,

$$n=n_i e^{(\phi-V)/T}.$$

With $\phi=U$, integration over $x$ merely multiplies by $t$:

$$N_w=n_i t\,e^{(U-V)/T}.$$

Here $N_w$ is the number of electrons per unit gate area in weak inversion.

Electrons drift towards higher potential and diffuse towards lower density. With mobility $\mu$ and diffusion constant $D=\mu T$, their flux towards the drain is

$$\mu n\frac{d\phi}{dy}-\mu T\frac{dn}{dy}.$$

Differentiating the density gives $T\,dn/dy=n(d\phi/dy-dV/dy)$. The drift terms cancel, leaving the flux $\mu n\,dV/dy$. For width $W$, the magnitude of the current is therefore $I=\mu WN\,dV/dy$. It is the same at every $y$, so integration over the length $L$ gives

$$I=\mu\frac WL\int_0^{V_D}N\,dV .$$

Inserting $N_w$ and using $\int_0^{V_D}e^{-V/T}dV=T(1-e^{-V_D/T})$,

$$I=\mu\frac WL\,n_i t\,T\,e^{U/T}\left(1-e^{-V_D/T}\right).$$

This is the classical long-channel law, with a mobility that does not depend on $t$. The potential is flat along the channel as well, so the current is diffusion, driven by the fall of density towards the drain.

The proportionality belongs to a comparison at fixed $U$. If the current is held fixed instead, $te^{U/T}$ must stay constant, and doubling $t$ lowers the required gate voltage by $T\ln2$, about 18 mV at 300 K.

## How little charge is negligible?

Now keep the electrons. Let $\phi_0$ and $n_0$ be the potential and density at mid-film, and set $u=(\phi-\phi_0)/T$. Then

$$u''=2k^2e^u,\qquad k^2=\frac{2\pi n_0}{\kappa_sT}.$$

Multiplying by $u'$ and integrating from the centre, where $u=u'=0$, gives $u'^2=4k^2(e^u-1)$. Put $w=e^{-u/2}$, so that $w'=-wu'/2$. Then

$$w'^2=\frac{w^2u'^2}{4}=k^2(1-w^2).$$

With $w(0)=1$ the nonconstant solution is $w=\cos kx$, hence

$$\phi=\phi_0-2T\ln\cos kx .$$

The density is $n_0/\cos^2kx$. Its integral is

$$N=\frac{2n_0}{k}\tan\frac{kt}{2}=n_0t\,\frac{\tan\beta}{\beta},\qquad \beta=\frac{kt}{2}.$$

Each gate balances half of this charge. The displacement in each oxide is $2\pi N$, so an oxide of thickness $d$ and permittivity $\kappa_{ox}$ takes the voltage

$$U-\phi_s=\frac{2\pi Nd}{\kappa_{ox}}=\frac{N}{2C_{ox}},\qquad C_{ox}=\frac{\kappa_{ox}}{4\pi d},$$

with $\phi_s$ the surface potential. For small $\beta$, $-2\ln\cos\beta\approx\beta^2$ and $\tan\beta/\beta\approx1+\beta^2/3$. Thus $\phi_0\approx U-T\beta^2-N/(2C_{ox})$, and

$$N\approx N_w\left(1-\beta^2-\frac{N_w}{2C_{ox}T}+\frac{\beta^2}{3}\right).$$

Define $C_s=\kappa_s/(4\pi t)$. To the same order $\beta^2=\pi N_wt/(2\kappa_sT)=N_w/(8C_sT)$, so

$$N\approx N_w\left[1-\frac{N_w}{T}\left(\frac1{2C_{ox}}+\frac1{12C_s}\right)\right].$$

The charge is negligible when the correction is small. The first term is the lowering of the whole potential by the oxide drop; the second is the effect of its curvature in the film.

## A 20 nm film

Take a 20 nm silicon film with 2 nm oxides, $L=W=1000$ nm, $U=0.2$ V, $V_D=0.05$ V and $\mu=300$ cm²/Vs. At 300 K, $T=0.02585$ eV, and $n_i$ is set to $10^{10}$ cm⁻³. At the source end,

$$n=10^{10}e^{0.2/0.02585}\ \text{cm}^{-3}=2.29\times10^{13}\ \text{cm}^{-3}.$$

Multiplication by $20\times10^{-7}$ cm gives $N=4.58\times10^7$ cm⁻². The drain factor is $1-e^{-0.05/0.02585}=0.855$. In engineering units the charge $e$ returns and $T$ becomes the thermal voltage:

$$I=(1.602\times10^{-19})(300)(4.58\times10^7)(0.02585)(0.855)\ \text{A}=4.87\times10^{-11}\ \text{A}.$$

Numerical integration of Poisson's equation, followed by integration over $V$, also gives $4.87\times10^{-11}$ A. For 10 and 40 nm it gives $2.43\times10^{-11}$ and $9.74\times10^{-11}$ A. The two successive ratios are 1.9999 and 1.9997.

In the 20 nm film the surface potential exceeds the central one by only 1.8 microvolts, against a thermal voltage of 25.9 mV. The inner half of the film holds half of the electrons.

At $U=0.3$ V the first-order formula predicts a charge loss of 0.612%, relative to $N_w$; the numerical loss is 0.606%. The predicted loss reaches 10% at 0.372 V, where the numerical loss is 8.7%. The oxide term is the larger one here: its ratio to the film term is $6C_s/C_{ox}=6(11.7/20)/(3.9/2)=1.8$.

## What happens when the cause is removed

**Mobile charge.** Far above threshold the electrons screen the interior. The first integral at the surface, together with $\phi'_s=2\pi N/\kappa_s$, gives

$$n_s-n_0=\frac{\pi N^2}{2\kappa_sT},$$

where $n_s$ is the surface density. If $n_0\ll n_s$, then

$$\phi_s=V+T\ln\frac{\pi N^2}{2\kappa_sTn_i},\qquad N=2C_{ox}(U-\phi_s).$$

These equations fix $N$ without any reference to $t$. At $U=1$ V and $V=0$, the same classical model gives a sheet density of $8.98\times10^{12}$ cm⁻² for 10 nm and $9.00\times10^{12}$ cm⁻² for 40 nm. In this model the inner half of the 20 nm film now holds just under 10% of the electrons. These numbers illustrate screening and do not predict a real film: the surface density exceeds the effective density of states of the conduction band, so the nondegenerate law is beyond its range, and confinement moves electrons away from the surfaces. A real film holds fewer electrons, with a larger share of them inside.

**Fixed charge.** Suppose the film is fully depleted and contains ionized acceptors of density $N_A$, with mobile charge still negligible. Poisson's equation gives a parabola, $\phi=\phi_c+2\pi N_Ax^2/\kappa_s$, where $\phi_c$ is the central potential. The field at the surface has magnitude $F_s=2\pi N_At/\kappa_s$. If the bend is many times $T$, the density falls from each surface approximately as $e^{-F_ss/T}$, with $s$ the depth. Each surface then contributes $n_sT/F_s$, and

$$\frac{N}{n_s}\approx\frac{2T}{F_s}\propto\frac1t .$$

For $N_A=10^{18}$ cm⁻³, integration over the parabola gives an equivalent conducting thickness $N/n_s$ of 4.2 nm in a 20 nm film and 1.75 nm in a 40 nm film. The estimate for the latter is 1.67 nm. At equal surface density, the thicker film conducts less. These thicknesses are classical, and layers this thin lie below the thermal wavelength of the electrons. With quantized levels in the same parabola, using the masses and barrier given below and taking $n_s$ as the classical density at the surface band edge, they fall to about 2.2 and 0.35 nm. The trend is the same but stronger.

**Unequal gates.** Without charge, unequal gates make the potential linear in $x$. If the drop across the film is $\Delta$, the sheet density gains the factor

$$\int_{-1/2}^{1/2}e^{\Delta s/T}ds=\frac{\sinh z}{z},\qquad z=\frac{\Delta}{2T},$$

relative to a flat film at the mean potential. The film and the oxides share the gate difference, and a thicker film takes a larger share. With gates 0.2 V apart and their mean fixed, going from 20 to 40 nm multiplies the density by 2.85 instead of 2. An absence of charge is therefore not enough; the symmetry matters as well.

## Where strict proportionality gives way

**Confinement.** Electrons are waves, and their density falls towards the oxide walls. Consider a conduction valley with mass $m_z$ across the film and masses $m_x,m_y$ in its plane. For hard walls, $E_n=\pi^2n^2/(2m_zt^2)$. Counting both spins, level $n$ contributes a sheet density proportional to $(\sqrt{m_xm_y}\,T/\pi)e^{-E_n/T}$. The bulk density is proportional, with the same factor, to $2\sqrt{m_xm_ym_z}\,(T/2\pi)^{3/2}$. Their quotient is an effective thickness:

$$t_{eff}=\lambda\sum_{n=1}^{\infty}e^{-\pi\lambda^2n^2/(4t^2)},\qquad \lambda=\sqrt{\frac{2\pi}{m_zT}} .$$

The Poisson summation formula, applied to this Gaussian over all integers, gives

$$\sum_{n=-\infty}^{\infty}e^{-\pi\lambda^2n^2/(4t^2)}=\frac{2t}{\lambda}\sum_{j=-\infty}^{\infty}e^{-4\pi j^2t^2/\lambda^2}.$$

For $t$ of order $\lambda$ or more, the terms with $j\ne0$ are tiny. Subtracting the $n=0$ term on the left and halving yields

$$t_{eff}\approx t-\frac{\lambda}{2}.$$

Silicon has six valleys with equal bulk populations. In a (001) film, two have $m_z=0.916$ and four have $m_z=0.19$. Averaging $\lambda/2$ over them gives an offset of 4.0 nm.

The real barrier is finite. With barrier height $V_b$ and mass $m_b$ in the oxide, the wave decays there at the rate $\kappa_b=\sqrt{2m_bV_b}$. Continuity of $\psi$ and $\psi'/m$ makes a low-energy film wave extrapolate to zero a distance $m_b/(m_z\kappa_b)$ beyond each interface. For a 3.1 eV barrier and $m_b=0.5$, the two sides together restore 0.6 nm on average.

The numerical levels with finite walls give effective thicknesses of 6.6, 16.6 and 36.6 nm for films of 10, 20 and 40 nm. The added 20 nm still contributes at the full classical density, but the last ratio becomes 2.21 instead of 2. For equal valley mobilities, the 20 nm current falls to $4.87\times10^{-11}\times16.6/20=4.0\times10^{-11}$ A. A 5 nm film retains just 1.7 nm, so there proportionality is no longer a useful approximation.

**Source and drain.** Near the ends the potential also varies along $y$. Write a disturbance as $\cos(kx)e^{-ky}$ in the film, with $k$ now the decay rate, and as a multiple of $\sin[k(t/2+d-x)]e^{-ky}$ in the upper oxide. This vanishes at the gate. Matching potential and displacement at $x=t/2$ gives

$$\kappa_s\tan\frac{kt}{2}\tan kd=\kappa_{ox}.$$

The longest decay length $1/k$ is 9.8 nm for the 20 nm film and 16.4 nm for the 40 nm film.

To find the current, let $N_0(y)=n_i\int e^{\phi/T}dx$ and take $V$ constant across the film. Then $I\,dy/(\mu WN_0)=e^{-V/T}dV$. Integration shows that $L$ is replaced by

$$L_{eff}=\int_0^L\frac{n_ite^{U/T}}{N_0(y)}\,dy .$$

With the source at the conduction-band edge and mobile charge left out, $L_{eff}$ is 936 nm for 20 nm and 894 nm for 40 nm. This raises the current ratio by a further factor $936/894=1.05$. Next to the contacts the density exceeds $10^{19}$ cm⁻³; keeping that charge in Poisson's equation shifts the lengths to about 937 and 897 nm and the factor to 1.04. Multiplying the two corrections as independent estimates gives a ratio of about 2.3.

## Beside real devices

The example resembles a long test transistor; its material and device parameters are rough typical values. Scaled fin transistors have films of roughly 5 to 10 nm and gates a few tens of nanometres long at most. They break both the thick-film and the long-channel assumptions: confinement alone leaves 6.6 nm of a 10 nm film with (001) surfaces, and slightly less with (110) fin sidewalls, and the end regions are no longer a small part of such a gate.

Interface traps matter too. Let each interface have $D_{it}$ traps per unit area and energy, neutral at midgap. At the source end, charge balance gives $\phi=U-D_{it}\phi/C_{ox}$, or $\phi=U/(1+D_{it}/C_{ox})$. For $10^{11}$ cm⁻²eV⁻¹ the density there falls by 7%, by the same factor for every thickness. The numerical output calls this a current factor, but it is the density factor at the source end; the current falls slightly less, because fewer traps are filled towards the drain. Residual doping of $10^{15}$ cm⁻³ costs 0.6% at 20 nm. Heating to 358 K at fixed gap, mobility and $U$ multiplies the current by about 14, again leaving the classical thickness ratio at 2.00. In silicon the measured rise of $n_i$ is steeper and makes the factor about 19 at fixed mobility, while a phonon-limited mobility falls by about a third.

Tunnelling from channel to gate is of order $10^{-18}$ A, far below the channel current; the value in the numerical output keeps only the exponential factor of the transmission. The opposite flux, from gate to channel, depends on the gate work function. It is negligible for a midgap gate, but for a silicon-like gate with its Fermi level at the conduction-band edge it is of order $10^{-12}$ A, a few percent of the channel current. Leakage where the gates overlap source and drain, surface roughness and any dependence of mobility on thickness are left out; the last would directly multiply the thickness ratio. The remaining values are in the numerical output.

## Numbers as computed

```
Temperature 300 K, thermal energy 0.02585 eV
Intrinsic density 1.0e+10 cm^-3, gap 1.12 eV
Permittivities: film 11.7, oxide 3.9
Oxide 2.0 nm, length 1000 nm, width 1000 nm
U 0.2 V, drain 0.05 V, mobility 300 cm2/Vs
Electron density in film 2.2901e+13 cm^-3
t 10 nm: I numeric 2.4342e-11 A, law 2.4343e-11 A
  sheet density at 0.2 V 2.2900e+07 cm^-2
  sheet density at 1.0 V 8.9820e+12 cm^-2
t 20 nm: I numeric 4.8682e-11 A, law 4.8685e-11 A
  sheet density at 0.2 V 4.5796e+07 cm^-2
  sheet density at 1.0 V 8.9964e+12 cm^-2
t 40 nm: I numeric 9.7352e-11 A, law 9.7371e-11 A
  sheet density at 0.2 V 9.1572e+07 cm^-2
  sheet density at 1.0 V 9.0007e+12 cm^-2
Numeric current ratios 20/10, 40/20 nm: 1.99991, 1.99975
20 nm, 0.2 V: surface rise 1.771 microvolt
20 nm: inner-half carrier share at 0.2 V 0.49999
20 nm: inner-half carrier share at 1.0 V 0.09752
Subthreshold swing 59.54 mV/decade
Charge loss at 0.3 V: numeric 0.606 %, first order 0.612 %
First-order loss is 10 % at U = 0.3722 V; numeric loss 8.70 %
Doped 1e18 cm^-3: N/n_surface 4.218 nm (t=20), 1.753 nm (t=40)
Doped, t=40: estimate 2T/F_s 1.672 nm
Gates 0.2 V apart: density ratio 40/20 nm 2.854
Masses 0.916, 0.19; barrier 3.1 eV, mass 0.5
Hard-wall thickness offset 4.040 nm
Finite-wall regain, low-energy formula 0.607 nm
t 5 nm: quantum thickness hard 1.225, finite 1.663 nm
t 10 nm: quantum thickness hard 5.960, finite 6.566 nm
t 20 nm: quantum thickness hard 15.960, finite 16.566 nm
t 40 nm: quantum thickness hard 35.960, finite 36.566 nm
Quantum ratio 40/20 nm, finite walls 2.207
t 10 nm: end decay 6.31 nm, effective length 958.7 nm
t 20 nm: end decay 9.84 nm, effective length 935.8 nm
t 40 nm: end decay 16.41 nm, effective length 893.6 nm
Residual doping 1e15 cm^-3: current factor 0.9944
Traps 1e11 cm^-2 eV^-1: current factor 0.9313
Hole/electron density ratio 1.91e-07
Degeneracy correction n/(2^1.5 N_c) 2.96e-07
Channel-to-gate tunnelling estimate 3.8e-18 A
Oxide field: channel 1.06e-05, source edge 1.80 MV/cm
Current factor at 358 K, fixed gap and mobility 13.9
```
